# One-photon exchange between bound electrons in Feynman and Coulomb gauge, part 2

The problem is the order-$e^2$ energy shift from one-photon exchange between electrons in orbitals $a$ and $b$, compared in Feynman gauge ($I_F$) and Coulomb gauge ($I_C$). Hartree atomic units are used, with $c=1/\alpha=137.035999$. The orbitals obey $h\psi_n=\varepsilon_n\psi_n$, $h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(r)$, with $V$ real and local. For a point nucleus the radial functions start as $r^{\gamma_\kappa}$, $\gamma_\kappa=\sqrt{\kappa^2-(Z/c)^2}$.

With $\rho_{ca}=\psi_c^\dagger\psi_a$, $\mathbf J_{ca}=\psi_c^\dagger\boldsymbol\alpha\psi_a$ and $f(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}f\,d^3r$, write $\rho_1=\rho_{ca}(-\mathbf q)$, $\rho_2=\rho_{db}(\mathbf q)$, and the same for $\mathbf J$. The shift is a direct minus an exchange term:

$$\Delta E=\langle ab|I(0)|ab\rangle-\langle ba|I(\varepsilon_b-\varepsilon_a)|ab\rangle .\tag{3}$$

$$\langle cd|I_C|ab\rangle=\int\!\frac{d^3q}{(2\pi)^3}\,4\pi\Big[\frac{\rho_1\rho_2}{q^2}-\frac{\mathbf J_1\cdot\mathbf J_2-(\hat{\mathbf q}\cdot\mathbf J_1)(\hat{\mathbf q}\cdot\mathbf J_2)}{q^2-k^2-i0}\Big].\tag{4}$$

Here $k=|\omega|/c$, with $\omega$ the argument of $I$; in the exchange term $\omega=\varepsilon_b-\varepsilon_a$. With $r=r_{12}$, $\mathbf n=\mathbf r/r$, $G=e^{ikr}/r$ and $K=(e^{ikr}-1)/(k^2r)$, $I_F=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,G$. At $k=0$ the vector part of $I_F$ is the Gaunt operator $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r$, that of $I_C$ the Breit operator $-[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)]/(2r)$.

If $\psi_a$ belongs to $V_a$ and $\psi_c$ to $V_c$,

$$c\,\nabla\cdot\mathbf J_{ca}=i\,[(\varepsilon_a-\varepsilon_c)-(V_a-V_c)]\,\rho_{ca}.\tag{6}$$

For $V_a=V_c$,

$$c\,\mathbf q\cdot\mathbf J_{ca}(\mathbf q)=(\varepsilon_a-\varepsilon_c)\,\rho_{ca}(\mathbf q),\tag{7}$$

and, with $\omega_1=\varepsilon_c-\varepsilon_a$ and $\omega_2=\varepsilon_b-\varepsilon_d$,

$$\langle cd|I_F-I_C|ab\rangle=\Big[k^2-\frac{\omega_1\omega_2}{c^2}\Big]\langle cd|K|ab\rangle=\Big[1-\frac{\omega_1\omega_2}{c^2k^2}\Big]\langle cd|G-1/r|ab\rangle .\tag{8}$$

Hence (3) is the same in both gauges for any one local $V$. For $\varepsilon_b>\varepsilon_a$, $\operatorname{Im}\Delta E=+\Gamma/2$, with $\Gamma$ the golden-rule rate for $b\to a$; it cancels the $-\Gamma/2$ in the self-energy of $b$ for decay into the occupied orbital $a$.

The "model" lines under "Computed values" test the shift formula for electrons in the lowest two of three levels, coupled to one mode of frequency $\Omega$ with strength $g$ and matrix elements $M_{ij}$ (0.3 and 0.7 from $a$ and $b$ to the third level). The formula is $g^2[M_{aa}M_{bb}D(0)-M_{ab}^2D(\omega)]$, $D(\omega)=2\Omega/(\omega^2-\Omega^2+i0)$; "static" uses $D(0)$ in both terms, and "gamma" there is the rate $\eta$ of the switching $e^{-\eta|t|}$.

## 7. Evaluation

Write $\psi=(P\,\Omega_{\kappa m},\,iQ\,\Omega_{-\kappa m})/r$ with phases such that $\boldsymbol\sigma\cdot\mathbf n\,\Omega_{\kappa m}=-\Omega_{-\kappa m}$. From $\boldsymbol\sigma\cdot\mathbf p=-i\,\boldsymbol\sigma\cdot\mathbf n\,(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$ and $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$, with $\varepsilon$ counted from $c^2$,

$$-c(Q'-\kappa Q/r)+VP=\varepsilon P,\qquad c(P'+\kappa P/r)+(V-2c^2)Q=\varepsilon Q .$$

Since $\boldsymbol\alpha$ connects upper and lower components through $\boldsymbol\sigma$,

$$r^2\rho_{ca}=P_cP_a\,\Omega_{\kappa_c}^\dagger\Omega_{\kappa_a}+Q_cQ_a\,\Omega_{-\kappa_c}^\dagger\Omega_{-\kappa_a},\qquad r^2\mathbf J_{ca}=iP_cQ_a\,\Omega_{\kappa_c}^\dagger\boldsymbol\sigma\Omega_{-\kappa_a}-iQ_cP_a\,\Omega_{-\kappa_c}^\dagger\boldsymbol\sigma\Omega_{\kappa_a}.$$

The kernel $G$ is a scalar, so $\rho$ and each Cartesian component of $\mathbf J$ are treated alike. Put $G=4\pi\sum_{LM}g_LY_{LM}(1)Y^*_{LM}(2)$. The equation $(\nabla^2+k^2)G=-4\pi\delta$ with a regular origin and outgoing waves gives $g_L=C\,j_L(kr_<)h_L(kr_>)$, $h_L=j_L+iy_L$, and a jump $r^2[g_L']=-1$. The Wronskian $j_Ly_L'-j_L'y_L=1/x^2$ makes the jump $iC/k$, so $C=ik$:

$$g_L=-k\,j_L(kr_<)\,y_L(kr_>)+ik\,j_L(kr_1)\,j_L(kr_2),\qquad g_L(k=0)=\frac{r_<^L}{(2L+1)\,r_>^{L+1}} .$$

To keep the comparison independent of (7), the transverse term of (4) is evaluated in momentum space with the projector applied explicitly. With $F(q)=q^2\int d\Omega\,[\mathbf J_1\cdot\mathbf J_2-(\hat{\mathbf q}\cdot\mathbf J_1)(\hat{\mathbf q}\cdot\mathbf J_2)]$ and a cutoff $q_m$, subtracting and adding $F(k)$ removes the pole, and the term is

$$-\frac1{2\pi^2}\Big[\int_0^{q_m}\!\frac{F(q)-F(k)}{q^2-k^2}dq+\frac{F(k)}{2k}\ln\frac{q_m-k}{q_m+k}+\frac{i\pi F(k)}{2k}\Big].$$

A closed form checks the radial quadrature. For 1s in $-Z/r$, $P^2+Q^2\propto x^{s}e^{-x}$ with $x=2Zr$, $s=2\gamma$, $\gamma=\gamma_{-1}$. The density is spherical, so the kernel is $1/r_>=2Z/x_>$, and counting both orderings,

$$\langle1/r_{12}\rangle=\frac{4Z}{\Gamma(s+1)^2}\int_{y<x}x^{s-1}y^{s}e^{-x-y}dx\,dy=\frac{2Z}{\gamma}\,I_{1/2}(2\gamma+1,2\gamma),$$

where $y=ut$, $x=u(1-t)$ (Jacobian $u$) gives $\Gamma(2s+1)\int_0^{1/2}t^s(1-t)^{s-1}dt=\Gamma(s+1)\Gamma(s)\,I_{1/2}(s+1,s)$, with $I$ the regularized incomplete beta function. At $\gamma=1$, $I_{1/2}(3,2)=5/16$ and the value is $5Z/8$.

## 8. Helium-like tantalum

The model is a point nucleus, $Z/c=0.532707$, at first order in the electron interaction. Six decimals are kept to show the cancellations; they are not a claim about the real ion, for which nuclear size, two-photon exchange and the one-body terms are missing. The Dirac-Coulomb energies are $-2886.31331$ (1s), $-736.00141$ (2s) and $-678.37805$ Ha ($2p_{3/2}$). The states $1s^2$, $1s2s$ ($J=M=1$) and $1s2p_{3/2}$ ($J=M=2$) are single determinants; the $1s2p_{1/2}$ level degenerate with $1s2s$ has opposite parity.

For $1s2p_{3/2}$, $\omega=2886.31331-678.37805=2207.93526$ Ha and $k=\omega/c=16.112082$ bohr$^{-1}$. The direct term is $18.432309-0.268101=18.164208$ Ha in both gauges. The exchange term is $1.317390-0.469273=1.156878-0.308761=0.848117$ Ha, so $\operatorname{Re}\Delta E=17.316091$ Ha $=471.19$ eV. The Feynman value $\operatorname{Im}\Delta E=0.1996668$ Ha is half the golden-rule rate $\Gamma=0.3993335$ Ha $=1.651\times10^{16}$ s$^{-1}$ for $2p_{3/2}(m=\frac32)\to1s(m=\frac12)$. With that channel cancelled, the direct one-photon decay to the ground state goes to $1s(m=-\frac12)$, a change of $m$ by two units that no dipole photon carries.

For $1s2s$, $\omega=2150.31191$ Ha and $k=15.691584$ bohr$^{-1}$. The direct term is $17.817634-0.202856=17.614778$ Ha, the exchange term $2.280816-0.291971=2.188565-0.199720=1.988845$ Ha, and $\operatorname{Re}\Delta E=15.62593$ Ha $=425.20$ eV, with $\Gamma=1.214595\times10^{-4}$ Ha for the blocked channel $2s(m=\frac12)\to1s(m=\frac12)$ only; the magnetic-dipole spin-flip channel to $1s(m=-\frac12)$ stays open.

For $1s^2$ both frequencies vanish. With $\gamma=0.846300$ the closed form gives 51.480192 Ha, against $5Z/8=45.625$ Ha. The vector terms are 1.901703 Ha (direct) and $-3.803405$ Ha (exchange). Their ratio follows from symmetry: a rotational scalar on two $j=\frac12$ labels has the form $A+B\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$; $A$ is the average over $m$ and vanishes, because $\sum_m\mathbf J_{mm}$ is a spherically symmetric, source-free vector field and hence zero; and $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ has direct element $-1$ and exchange element $+2$. The total is $51.480192+1.901703+3.803405=57.185300$ Ha $=1556.09$ eV.

The model potential $V=-Z/r+[1-(1+Zr)e^{-2Zr}]/r$ gives 15.470100 Ha ($1s2s$) and 17.111964 Ha ($1s2p_{3/2}$) in both gauges. A level energy in this potential also needs the one-body counterterm, minus the expectation value of the screening part in $a$ and $b$, which involves no photon.

The numerical check that follows asserts agreement of each direct and exchange element within $10^{-6}$ Ha, and (7) within $10^{-6}$ of the largest $|(\varepsilon_a-\varepsilon_c)\rho(\mathbf q)|$. The residual $|\Delta E_F-\Delta E_C|$ is $2\times10^{-7}$ Ha for $1s^2$ but $10^{-13}$ Ha or less for the excited states. The likely cause, a conjecture because the cutoff $q_m=128Z$ was not varied, is the neglected tail: a current starting as $r^{2\gamma-2}$ falls as $q^{-2\gamma-1}$, leaving a tail of order $q_m^{-4\gamma-1}$ that adds in $1s^2$, falls faster with a $2p_{3/2}$ orbital, and cancels at leading order between direct and exchange terms in $1s2s$, where the two orbitals are proportional near the nucleus.

## 9. Where the gauges disagree

**Wrong frequency.** At $ck=\omega/2$ the bracket of (8) is $1-4=-3$; the $1s2p_{3/2}$ exchange has $\operatorname{Re}(F-C)=-0.142350$ Ha, computed and predicted, $F$ and $C$ denoting the element in the two gauges. At $k=0$ the momentum form of (8) is $F-C=-(\omega/c)^2\int\frac{d^3q}{(2\pi)^3}4\pi|\rho_{ab}|^2/q^4$, which converges because orthogonality gives $\rho_{ab}(0)=0$, and is negative. The static values are 0.564149 (Coulomb plus Gaunt) and 0.764586 Ha (Coulomb plus Breit), which miss 0.848117 Ha by $-0.283968$ and $-0.083531$ Ha; for $1s2s$ they are 1.909679 and 1.991635 Ha, missing 1.988845 Ha by $-0.079166$ and $+0.002790$ Ha. For $Z\alpha\ll1$ counting powers gives this ordering. Here $k\sim\alpha Z^2$ and $r\sim1/Z$, so $kr\sim Z\alpha$. Setting $k=0$ in $I_F$ drops $-k^2r/2$, of relative order $(Z\alpha)^2$ against the Coulomb term, whereas in $I_C$ it changes only the transverse term, itself of order $(Z\alpha)^2$, by a further $(kr)^2$ in the real part. At $Z\alpha=0.53$ the count is only a guide: of the 0.283968 Ha missed by Coulomb plus Gaunt in $1s2p_{3/2}$, 0.160512 Ha is the retardation of the scalar term and 0.123456 Ha that of the vector term (static value $0.564149-1.156878=-0.592729$ against $-0.469273$ Ha), which the count places a factor $(Z\alpha)^2$ lower.

**Off-shell elements.** These occur between configurations of different energy, where $\omega_1\ne\omega_2$ and the derivation of (3) fixes no single frequency. Take, as a choice not derived here, the symmetric form $\frac12[I(\omega_1)+I(\omega_2)]$. With $K_i=\langle K\rangle$ at $ck=\omega_i>0$, (8) gives

$$F-C=\frac{(\omega_1^2-\omega_1\omega_2)K_1+(\omega_2^2-\omega_1\omega_2)K_2}{2c^2}=\frac{(\omega_1-\omega_2)(\omega_1K_1-\omega_2K_2)}{2c^2},$$

which is of second order in $\omega_1-\omega_2$, as $\omega K$ is smooth in $\omega$, but not zero. For $\langle2p_{3/2}\,1s|I|1s\,3p_{3/2}\rangle$, with $\omega_1=2207.93526$ and $\omega_2=2582.97701$ Ha, the real differences are $-0.013212$ and $+0.014446$ Ha, as (8) predicts, and their mean is 0.000617 Ha.

**More than one potential.** By (6), $\omega_1\rho_{ca}$ is replaced by $\tilde\rho_1=(\omega_1-V_c+V_a)\rho_{ca}$ and $\omega_2\rho_{db}$ by $\tilde\rho_2=(\omega_2-V_b+V_d)\rho_{db}$, so

$$F-C=\langle cd|G-1/r|ab\rangle-\frac1{c^2}\iint\tilde\rho_1(\mathbf r_1)\,K\,\tilde\rho_2(\mathbf r_2)\,d^3r_1d^3r_2 .$$

With the Coulomb 1s and the screened $2p_{3/2}$ orbital, $\omega=2226.13271$ Ha, (7) fails by $1.44\times10^{-2}$ on the scale defined above, and $F-C=0.824228-0.819992=0.004236$ Ha, the predicted value. The two orbitals have different $\kappa$, so they are orthogonal eigenfunctions of one Hermitian Hamiltonian $c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+\sum_\kappa V_\kappa(r)\Pi_\kappa$, with $\Pi_\kappa$ the projector on $\kappa$, which commutes with the kinetic and mass terms and with any $V_\kappa(r)$. Hermiticity is therefore not sufficient. For a general Hermitian $U$ the steps leading to (6) leave the source $-i[\psi_c^\dagger U\psi_a-(U\psi_c)^\dagger\psi_a]$, whose volume integral vanishes but which vanishes point by point for every pair of orbitals only when $U$ acts by multiplication. The Dirac-Fock exchange operator is nonlocal, so the proof does not cover Dirac-Fock orbitals, while it covers Dirac-Kohn-Sham orbitals of one local scalar potential, provided their eigenvalue differences are used as $\omega$.

## Computed values

```
model (arb. units): levels [0.3, 1.0, 1.9], mode 1.37, Maa 0.8, Mbb -0.5, Mab 0.6
model two-body shift/g^2: diag 1.29517, formula 1.29517, static 1.10949
model full shift/g^2: diag -0.31186, adiabatic (gamma 0.04, g 0.02) -0.31206
Z = 73, c = 137.035999 a.u., Z/c = 0.532707, 1 Ha = 27.211386 eV
Coulomb: e(1s) -2886.31331, e(2s) -736.00141, e(2p3/2) -678.37805 Ha
[Coulomb 1s^2 J=0] omega 0.00000 Ha, k 0.000000 1/bohr
  direct F: scalar 51.480192 vector 1.901703; C: transverse 1.901703 Ha
  exch F: scalar 0.000000 vector -3.803405 Ha
  exch C: Coulomb 0.000000 transverse -3.803405 Ha
  Re dE: F 57.185300, C 57.185300 Ha = 1556.0913 eV; |F-C| 2e-07 Ha
  gamma 0.846300; Coulomb term closed form 51.480192, 5Z/8 = 45.625 Ha
[Coulomb 1s2s J=1] omega 2150.31191 Ha, k 15.691584 1/bohr
  direct F: scalar 17.817634 vector -0.202856; C: transverse -0.202856 Ha
  exch F: scalar 2.280816 vector -0.291971 Ha
  exch C: Coulomb 2.188565 transverse -0.199720 Ha
  Re dE: F 15.625934, C 15.625934 Ha = 425.2033 eV; |F-C| 5e-15 Ha
  Im dE 6.072973e-05 Ha; Gamma 1.214595e-04 Ha = 5.0213e+12 1/s; continuity err 3e-14
[Coulomb 1s2p3/2 J=2] omega 2207.93526 Ha, k 16.112082 1/bohr
  direct F: scalar 18.432309 vector -0.268101; C: transverse -0.268101 Ha
  exch F: scalar 1.317390 vector -0.469273 Ha
  exch C: Coulomb 1.156878 transverse -0.308761 Ha
  Re dE: F 17.316091, C 17.316091 Ha = 471.1948 eV; |F-C| 1e-13 Ha
  Im dE 1.996668e-01 Ha; Gamma 3.993335e-01 Ha = 1.6509e+16 1/s; continuity err 1e-14
screened: e(1s) -2838.08713, e(2s) -718.63532, e(2p3/2) -660.18060 Ha
[screened 1s2s J=1] omega 2119.45181 Ha, k 15.466387 1/bohr
  direct F: scalar 17.629433 vector -0.198324; C: transverse -0.198324 Ha
  exch F: scalar 2.245699 vector -0.284690 Ha
  exch C: Coulomb 2.156337 transverse -0.195328 Ha
  Re dE: F 15.470100, C 15.470100 Ha = 420.9629 eV; |F-C| 7e-18 Ha
  Im dE 5.669451e-05 Ha; Gamma 1.133890e-04 Ha = 4.6877e+12 1/s; continuity err 4e-14
[screened 1s2p3/2 J=2] omega 2177.90653 Ha, k 15.892952 1/bohr
  direct F: scalar 18.199627 vector -0.259232; C: transverse -0.259232 Ha
  exch F: scalar 1.282514 vector -0.454082 Ha
  exch C: Coulomb 1.127403 transverse -0.298972 Ha
  Re dE: F 17.111964, C 17.111964 Ha = 465.6403 eV; |F-C| 1e-13 Ha
  Im dE 1.918445e-01 Ha; Gamma 3.836890e-01 Ha = 1.5862e+16 1/s; continuity err 4e-14
static exchange 1s2s: Coulomb+Gaunt 1.909679, Coulomb+Breit 1.991635 Ha
static exchange 1s2p3/2: Coulomb+Gaunt 0.564149, Coulomb+Breit 0.764586 Ha
1s2p3/2 exchange at omega/2: Re(F-C) -0.142350, predicted -0.142350 Ha
off shell <2p 1s|I|1s 3p>: e(3p3/2) -303.33630, omega1 2207.93526, omega2 2582.97701 Ha
  Re(F-C): at omega1 -0.013212, at omega2 0.014446, mean 0.000617 Ha
  predicted: at omega1 -0.013212, at omega2 0.014446 Ha
mixed (Coulomb 1s, screened 2p3/2): omega 2226.13271 Ha, continuity err 1.44e-02
  exchange F 0.824228, C 0.819992, predicted F-C 0.004236 Ha
```
